# Orbital Transformation: Linear Constraint and Energy Gradient for Born-Oppenheimer Dynamics: test program

```python
"""
Orbital transformation for N occupied orbitals in M nonorthogonal functions.
Result under test: with c0^T S c0 = 1 and the LINEAR constraint c0^T S x = 0,
    c(x) = c0 cos U + x U^-1 sin U,   U = (x^T S x)^(1/2),
is orthonormal, c^T S c = 1, and the energy gradient is
    dE/dx = G U^-1 sin U + S x (W + W^T),   G = dE/dc,
    W = R [ (R^T c0^T G R) o Df + (R^T x^T G R) o Dg ] R^T,
where x^T S x = R diag(u^2) R^T, "o" is the elementwise product, and Df, Dg are
divided differences, in the variable u^2, of cos u and sin(u)/u.
S: overlap matrix; c0: reference orbitals; x: free variables (M x N).
Energy: closed-shell Hartree-Fock, for which G = 4 F c with Fock matrix F.
Algebra in atomic units; printed energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import cosm, sinm, sqrtm, null_space
from scipy.optimize import minimize
from pyscf import gto, scf, lib

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
rng = np.random.default_rng(7)
nodes, weights = np.polynomial.legendre.leggauss(24)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights      # interval 0..1


def sinc(z):
    return np.sinc(z / np.pi)                          # sin(z)/z


def biggest(matrix):
    return np.max(np.abs(matrix))


def water(r1, r2, angle_deg):
    theta = np.radians(angle_deg)
    xyz = np.array([[0, 0, 0], [r1, 0, 0],
                    [r2 * np.cos(theta), r2 * np.sin(theta), 0]])
    xyz = xyz / BOHR_ANGSTROM
    return gto.M(atom=[[s, tuple(p)] for s, p in zip("OHH", xyz)],
                 unit="Bohr", basis="6-31g", verbose=0)


def solve_by_diagonalisation(mol):
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    energy = mf.kernel()
    assert mf.converged
    return energy, mf.mo_coeff[:, :mol.nelectron // 2]


def lowdin(c, S):
    s, V = np.linalg.eigh(c.T @ S @ c)
    return c @ (V / np.sqrt(s)) @ V.T


# ---------------- geometries, integrals, reference orbitals ----------------
R_OLD, R_NEW, ANGLE = 0.95, 1.05, 105.0
E_old, c_old = solve_by_diagonalisation(water(R_OLD, R_OLD, ANGLE))
mol = water(R_NEW, R_OLD, ANGLE)
E_scf, c_scf = solve_by_diagonalisation(mol)
S = mol.intor("int1e_ovlp")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")
E_nuc = mol.energy_nuc()
c0 = lowdin(c_old, S)
M, N = c0.shape


def energy_and_fock(c):
    P = 2 * c @ c.T
    J = np.einsum("pqrs,rs->pq", eri, P)
    K = np.einsum("prqs,rs->pq", eri, P)
    F = h_core + J - 0.5 * K
    return 0.5 * np.sum(P * (h_core + F)) + E_nuc, F


def spectrum(x):
    a, R = np.linalg.eigh(x.T @ S @ x)
    return np.sqrt(np.clip(a, 0, None)), R


def orbitals(x, ref):
    u, R = spectrum(x)
    return ref @ (R * np.cos(u)) @ R.T + x @ (R * sinc(u)) @ R.T


def divided_differences(u):
    half_sum = 0.5 * (u[:, None] + u[None, :])
    half_dif = 0.5 * (u[:, None] - u[None, :])
    Df = -0.5 * sinc(half_sum) * sinc(half_dif)
    Dg = sum(-0.5 * w * t**2 * sinc(t * half_sum) * sinc(t * half_dif)
             for t, w in zip(nodes, weights))
    return Df, Dg


def energy_gradient(x, ref):
    """Energy, full gradient, and its first term alone."""
    u, R = spectrum(x)
    c = orbitals(x, ref)
    E, F = energy_and_fock(c)
    G = 4 * F @ c
    Df, Dg = divided_differences(u)
    W = R @ ((R.T @ ref.T @ G @ R) * Df + (R.T @ x.T @ G @ R) * Dg) @ R.T
    first = G @ (R * sinc(u)) @ R.T
    return E, first + S @ x @ (W + W.T), first


def project(g, ref):
    Sc = S @ ref
    return g - Sc @ np.linalg.solve(Sc.T @ Sc, Sc.T @ g)


def x_from_subspace(C, ref):
    Z = C @ np.linalg.inv(ref.T @ S @ C) - ref
    a, V = np.linalg.eigh(Z.T @ S @ Z)
    t = np.sqrt(np.clip(a, 1e-24, None))
    return Z @ (V * (np.arctan(t) / t)) @ V.T


# ---------------- orthonormality from the linear constraint ----------------
y = rng.normal(size=(M, N))
x_gen = y - c0 @ (c0.T @ S @ y)
x_gen *= 1.2 / spectrum(x_gen)[0].max()
U = np.real(sqrtm(x_gen.T @ S @ x_gen))
c_direct = c0 @ cosm(U) + x_gen @ np.linalg.solve(U, sinm(U))
c_gen = orbitals(x_gen, c0)
orth_error = biggest(c_direct.T @ S @ c_direct - np.eye(N))
assert orth_error < 1e-10
assert biggest(c_direct - c_gen) < 1e-9
overlap0 = c0.T @ S @ c_gen
assert biggest(overlap0 - overlap0.T) < 1e-10
x_bad = x_gen + 0.1 * c0                               # breaks the constraint
c_bad = orbitals(x_bad, c0)
bad_error = biggest(c_bad.T @ S @ c_bad - np.eye(N))
assert bad_error > 1e-2
u_b, R_b = spectrum(x_bad)
cross = ((R_b * np.cos(u_b)) @ R_b.T @ (c0.T @ S @ x_bad)
         @ (R_b * sinc(u_b)) @ R_b.T)
assert biggest(c_bad.T @ S @ c_bad - np.eye(N) - cross - cross.T) < 1e-10
free_dimension = null_space(c0.T @ S).shape[1] * N
assert free_dimension == M * N - N * (N + 1) // 2 - N * (N - 1) // 2

# ---------------- every overlapping subspace is reached, once ----------------
C_any = lowdin(rng.normal(size=(M, N)), S)
x_any = x_from_subspace(C_any, c0)
c_any = orbitals(x_any, c0)
assert biggest(c0.T @ S @ x_any) < 1e-8
assert biggest(c_any @ c_any.T - C_any @ C_any.T) < 1e-7
assert spectrum(x_any)[0].max() < np.pi / 2
rotation = np.linalg.qr(rng.normal(size=(N, N)))[0]
assert biggest(x_from_subspace(c_gen @ rotation, c0) - x_gen) < 1e-9
E_rotated = energy_and_fock(c_gen @ rotation)[0]
assert abs(E_rotated - energy_and_fock(c_gen)[0]) < 1e-9

# ---------------- divided differences against plain quotients ----------------
u_test = np.array([0.3, 0.9, 1.4])
Df_test, Dg_test = divided_differences(u_test)
for i in range(3):
    for j in range(3):
        if i != j:
            ui, uj = u_test[i], u_test[j]
            da = ui**2 - uj**2
            assert abs(Df_test[i, j] - (np.cos(ui) - np.cos(uj)) / da) < 1e-12
            quotient = (np.sin(ui) / ui - np.sin(uj) / uj) / da
            assert abs(Dg_test[i, j] - quotient) < 1e-12


# ---------------- gradient against finite differences ----------------
def numerical_gradient(x, ref, h=1e-3):
    g = np.zeros_like(x)
    for index in np.ndindex(*x.shape):
        d = np.zeros_like(x)
        d[index] = h
        e = [energy_and_fock(orbitals(x + k * d, ref))[0]
             for k in (-2, -1, 1, 2)]
        g[index] = (e[0] - 8 * e[1] + 8 * e[2] - e[3]) / (12 * h)
    return g


x_equal = 0.4 * lowdin(x_gen, S)                       # all u equal to 0.4
assert np.ptp(spectrum(x_equal)[0]) < 1e-10
points = {"general x": x_gen, "equal u": x_equal, "x = 0": np.zeros((M, N))}
fd_report = {}
for name, x_point in points.items():
    g_formula = energy_gradient(x_point, c0)[1]
    fd_error = biggest(g_formula - numerical_gradient(x_point, c0))
    assert fd_error < 1e-6, (name, fd_error)
    fd_report[name] = (biggest(g_formula), fd_error)

_, g_full, g_first = energy_gradient(x_gen, c0)
g_proj = project(g_full, c0)
Q = null_space(c0.T @ S)
assert biggest(g_proj - Q @ (Q.T @ g_full)) < 1e-9
omission = biggest(g_proj - project(g_first, c0))
assert omission > 1e-2

# At the self-consistent orbitals the projected gradient at x = 0 vanishes.
g_at_scf = project(energy_gradient(np.zeros((M, N)), c_scf)[1], c_scf)
assert biggest(g_at_scf) < 1e-5

# ---------------- minimisation in x, no re-orthonormalisation ----------------
SCALE = 5.0                                            # x = z / SCALE


def objective(z):
    x = z.reshape(M, N) / SCALE
    E, g, _ = energy_gradient(x, c0)
    return E, (project(g, c0) / SCALE).ravel()


E_start, g_start = objective(np.zeros(M * N))
result = minimize(objective, np.zeros(M * N), jac=True, method="BFGS",
                  options={"gtol": 2e-6, "maxiter": 400})
x_min = result.x.reshape(M, N) / SCALE
c_min = orbitals(x_min, c0)
E_min, F_min = energy_and_fock(c_min)
g_min = biggest(objective(result.x)[1]) * SCALE
u_min = spectrum(x_min)[0]
constraint_drift = biggest(c0.T @ S @ x_min)
final_orth = biggest(c_min.T @ S @ c_min - np.eye(N))
roothaan = biggest(F_min @ c_min - S @ c_min @ (c_min.T @ F_min @ c_min))
x_difference = biggest(x_min - x_from_subspace(c_scf, c0))
assert g_min < 1e-4
assert abs(E_min - E_scf) < 1e-7
assert constraint_drift < 1e-10 and final_orth < 1e-10
assert roothaan < 1e-4
assert x_difference < 2e-4
assert u_min.max() < np.pi / 2

# ---------------- numbers for the text ----------------
eV = HARTREE_EV
print("Water, RHF/6-31G")
print(f"basis functions M = {M}, occupied orbitals N = {N}")
print(f"independent variables N(M-N) = {free_dimension}")
print(f"old O-H distances = {R_OLD:.2f}, {R_OLD:.2f} angstrom")
print(f"new O-H distances = {R_NEW:.2f}, {R_OLD:.2f} angstrom")
print(f"H-O-H angle = {ANGLE:.1f} degrees")
print("-- tests at a general x with largest u = "
      f"{spectrum(x_gen)[0].max():.3f} rad")
print(f"orthonormality error, constraint kept   = {orth_error:.1e}")
print(f"orthonormality error, x + 0.1 c0        = {bad_error:.4f}")
for name, (size, error) in fd_report.items():
    print(f"gradient at {name}: largest element = {size * eV:.4f} eV")
    print(f"   largest deviation from finite differences = {error * eV:.1e} eV")
print(f"largest projected element, general x    = {biggest(g_proj)*eV:.4f} eV")
print(f"largest error if W term is omitted      = {omission * eV:.4f} eV")
print("-- one displaced geometry, minimisation in x")
old_error = biggest(c_old.T @ S @ c_old - np.eye(N))
print(f"old orbitals in new overlap, error      = {old_error:.5f}")
print(f"energy at old geometry                  = {E_old * eV:.5f} eV")
print(f"energy at x = 0, new geometry           = {E_start * eV:.5f} eV")
print(f"energy at minimum                       = {E_min * eV:.5f} eV")
print(f"energy at minimum (conversion)          = {E_min:.7f} hartree")
print(f"energy from diagonalisation             = {E_scf * eV:.5f} eV")
print(f"minimum minus diagonalisation           = {(E_min-E_scf)*eV:.1e} eV")
print(f"lowering from x = 0 to minimum          = {(E_start-E_min)*eV:.5f} eV")
print("largest projected gradient at x = 0     = "
      f"{biggest(g_start) * SCALE * eV:.4f} eV")
print(f"largest projected gradient at minimum   = {g_min * eV:.1e} eV")
print(f"iterations = {result.nit}, energy-gradient calls = {result.nfev}")
print("eigenvalues u of U at minimum (rad)     = "
      + ", ".join(f"{value:.5f}" for value in u_min))
print(f"largest element of x at minimum         = {biggest(x_min):.5f}")
print(f"x minus x from diagonalised orbitals    = {x_difference:.1e}")
print(f"linear constraint error at minimum      = {constraint_drift:.1e}")
print(f"orthonormality error at minimum         = {final_orth:.1e}")
print(f"residual of F c = S c (c^T F c)         = {roothaan * eV:.1e} eV")
print("checks complete")
```

Output:

```
Water, RHF/6-31G
basis functions M = 13, occupied orbitals N = 5
independent variables N(M-N) = 40
old O-H distances = 0.95, 0.95 angstrom
new O-H distances = 1.05, 0.95 angstrom
H-O-H angle = 105.0 degrees
-- tests at a general x with largest u = 1.200 rad
orthonormality error, constraint kept   = 2.0e-15
orthonormality error, x + 0.1 c0        = 0.1706
gradient at general x: largest element = 1591.3592 eV
   largest deviation from finite differences = 1.8e-09 eV
gradient at equal u: largest element = 2037.0013 eV
   largest deviation from finite differences = 1.8e-09 eV
gradient at x = 0: largest element = 2234.9562 eV
   largest deviation from finite differences = 1.8e-09 eV
largest projected element, general x    = 378.4020 eV
largest error if W term is omitted      = 386.2171 eV
-- one displaced geometry, minimisation in x
old orbitals in new overlap, error      = 0.02429
energy at old geometry                  = -2067.63449 eV
energy at x = 0, new geometry           = -2067.32752 eV
energy at minimum                       = -2067.42568 eV
energy at minimum (conversion)          = -75.9764924 hartree
energy from diagonalisation             = -2067.42568 eV
minimum minus diagonalisation           = 5.2e-09 eV
lowering from x = 0 to minimum          = 0.09816 eV
largest projected gradient at x = 0     = 1.2831 eV
largest projected gradient at minimum   = 2.4e-04 eV
iterations = 50, energy-gradient calls = 51
eigenvalues u of U at minimum (rad)     = 0.00011, 0.00154, 0.00301, 0.01316, 0.03694
largest element of x at minimum         = 0.02327
x minus x from diagonalised orbitals    = 1.2e-05
linear constraint error at minimum      = 4.9e-13
orthonormality error at minimum         = 9.8e-13
residual of F c = S c (c^T F c)         = 5.4e-05 eV
checks complete
```
